# Truncated Coulomb Sturmian and Laguerre expansions: best-fit norms and energy errors, part 2

A note expands a radial function $f(r)$ in Coulomb Sturmians $S_m$ of fixed exponent $k$ and angular momentum $l$, and argues:

1. The $S_m$ are normalised, $\int S_m^2\,dr=1$.
2. They are orthogonal and complete.
3. Hence $g_S=\sum_{m<N}c_mS_m$ minimises $\int(f-g)^2dr$, with squared error $\sum_{m\ge N}c_m^2$.
4. Hence the orthonormal Laguerre functions $\varphi_m$ give the same fit, which also carries the smallest energy error.

Atomic units are used, and $\psi=r^{-1}u(r)Y_{lm}$ has momentum transform $\hat\psi$. With $x=2kr$, basis index $m=0,1,\dots$ and $n=m+l+1$, $S_m=N_m\,x^{l+1}e^{-x/2}L_m^{2l+1}(x)$ and $\varphi_m=M_m\,x^{l+1}e^{-x/2}L_m^{2l+2}(x)$, where $N_m,M_m>0$ give unit $L^2$ norm. For $m<N$ both sets span $V_N$. The norms are $\|u\|$ ($L^2$), $\|u\|_w$ (product $\langle u|r^{-1}|v\rangle$) and $\|u\|_S$ (Sobolev product):

$$(u,v)_S=\frac{1}{2k^2}\int_0^\infty\Big[k^2uv+u'v'+\frac{l(l+1)}{r^2}uv\Big]dr. \tag{1}$$

$$\|u\|_S^2=\int\frac{k^2+p^2}{2k^2}\,|\hat\psi(\mathbf p)|^2d^3p. \tag{2}$$

The Sturmians are Sobolev-orthonormal and obey

$$-S_m''+\frac{l(l+1)}{r^2}S_m+k^2S_m=\frac{2nk}{r}S_m. \tag{7}$$

$$\langle S_m|r^{-1}|S_{m'}\rangle=\frac kn\,\delta_{mm'}. \tag{8}$$

$$S_m=a_m\varphi_m-b_m\varphi_{m-1},\qquad a_m=\frac{N_m}{M_m}=\sqrt{\frac{n+l+1}{2n}},\qquad b_m=\frac{N_m}{M_{m-1}}=\sqrt{\frac{m}{2n}}, \tag{10}$$

$$\langle S_m|S_{m+1}\rangle=-a_mb_{m+1}=-\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{11}$$

Let $c_m=(S_m,f)_S$, $d_m=\langle\varphi_m|f\rangle$, $g_L=\sum_{m<N}d_m\varphi_m$, $e_S=f-g_S$, $e_L=f-g_L$, $\sigma=1+2(N-1)/(2l+3)$. In $V_N$, $g_S$ is the best Sobolev and weighted fit, $g_L$ the best $L^2$ fit:

$$\sum_mc_m^2=\|f\|_S^2,\qquad \|f-g_S\|_S^2=\sum_{m\ge N}c_m^2,\qquad \|f-g_S\|_w^2=\sum_{m\ge N}\frac kn\,c_m^2. \tag{12}$$

$$d_m=a_mc_m-b_{m+1}c_{m+1}. \tag{13}$$

$$g_L-g_S=\delta\,\varphi_{N-1},\qquad\delta=-b_Nc_N=-c_N\sqrt{\frac{N}{2(N+l+1)}}. \tag{14}$$

$$\|\varphi_m\|_S^2=\frac{m!\,[(\alpha+1)A+2B]}{(m+\alpha+1)!}=1+\frac{2m}{2l+3},\qquad \|\varphi_m\|_w^2=\frac{m!\;2kA}{(m+\alpha+1)!}=\frac k{l+1}. \tag{15}$$

$$\|e_S\|^2=\|e_L\|^2+\delta^2,\qquad\|e_L\|_S^2=\|e_S\|_S^2+\sigma\delta^2,\qquad\|e_L\|_w^2=\|e_S\|_w^2+\frac{k}{l+1}\delta^2. \tag{16}$$

In (15), $\alpha=2l+1$, $A=\sum_{j\le m}(j+\alpha)!/j!$, $B=\sum_{j\le m}j\,(j+\alpha)!/j!$. Using $\langle S_m|f\rangle$ as coefficients gives a function $h\ne f$.

The target $f=A_0r^{l+1}e^{-\zeta r}$, $\|f\|=1$, is the lowest state of its channel: $Hf=Ef$, $H=-\tfrac12\nabla^2-Z/r$, $Z=(l+1)\zeta$, $E=-\zeta^2/2$. With $t=(\zeta-k)/(\zeta+k)$, $s=1/(1-t)$, $q=t^2$, $\varepsilon^2=\|e_L\|^2$, $\rho=\delta^2/\varepsilon^2$:

$$d_m=(1-q)^{l+3/2}\sqrt{\binom{m+2l+2}{m}}\;t^m. \tag{17}$$

$$c_m=\frac{s\,d_m}{a_m}=\frac{d_m}{1-t}\sqrt{\frac{2n}{n+l+1}}. \tag{18}$$

$$\delta=-\frac{t}{1-t}\,d_{N-1}. \tag{19}$$

$$\|e_S\|_w^2=\frac{\zeta\varepsilon^2-k\delta^2}{l+1},\qquad\|e_L\|_w^2=\frac{\zeta\,\varepsilon^2}{l+1}, \tag{20}$$

$$\|e_S\|_S^2=\frac{k^2+\zeta^2}{2k^2}\varepsilon^2+\delta^2,\qquad\|e_L\|_S^2=\frac{k^2+\zeta^2}{2k^2}\varepsilon^2+(1+\sigma)\delta^2. \tag{21}$$

At large $N$,

$$\frac{\|e_S\|^2}{\|e_L\|^2}=1+\rho=1+\frac\zeta k\Big[1-\frac{2l+2}{(1-q)N}+O(N^{-2})\Big]. \tag{22}$$

$$\frac{\|e_L\|_S^2}{\|e_S\|_S^2}=\frac{1-t^2}{2l+3}\,N+O(1). \tag{23}$$

## The energy claim

Let $g=f-e$ with $Hf=Ef$. Then $(H-E)g=-(H-E)e$ and, by symmetry of the form, $\langle g|H-E|g\rangle=\langle e|H-E|e\rangle\equiv\Delta$. The Rayleigh quotient obeys $E[g]-E=\Delta/\langle g|g\rangle$. By (1) the kinetic energy form is $k^2\|e\|_S^2-\tfrac12k^2\|e\|^2$, so

$$\Delta=k^2\|e\|_S^2-Z\|e\|_w^2-\tfrac12(k^2-\zeta^2)\|e\|^2. \tag{24}$$

The choice $g_S$ minimises $\|e\|_S^2$, which lowers $\Delta$, and $\|e\|_w^2$, which raises it, and the sign of the last term depends on $k-\zeta$. Moreover, the energy error is $\Delta$ divided by $\langle g|g\rangle$, and $\Delta$ alone is smallest at $g=0$. The best-fit properties of $g_S$ therefore do not make it the function of lowest energy in $V_N$. Subtracting with (16) and $Z/(l+1)=\zeta$,

$$\Delta_L-\Delta_S=\delta^2\big[k^2\sigma-k\zeta+\tfrac12(k^2-\zeta^2)\big]=\delta^2\big[k^2(\sigma+\tfrac12)-k\zeta-\tfrac12\zeta^2\big]. \tag{25}$$

Inserting (20) and (21) in (24) for $e_L$, the coefficient of $\varepsilon^2$ is $\tfrac12(k^2+\zeta^2)-\zeta^2-\tfrac12(k^2-\zeta^2)=0$, and (25) then fixes $\Delta_S$:

$$\Delta_L=k^2(1+\sigma)\,\delta^2,\qquad\Delta_S=\tfrac12(k+\zeta)^2\delta^2,\qquad\frac{\Delta_L}{\Delta_S}=\tfrac12(1-t)^2(1+\sigma). \tag{26}$$

For $k>\zeta$, $(1-t)^2>1$ and $1+\sigma\ge2$, so $\Delta_S<\Delta_L$ at every $N$. For $k<\zeta$ the Laguerre numerator is the smaller one until $1+\sigma$ passes $2/(1-t)^2$. The quotients also contain the norms. From (14) and (19), the coefficient of $\varphi_{N-1}$ in $g_S$ is $d_{N-1}-\delta=d_{N-1}/(1-t)$, so

$$\langle g_L|g_L\rangle=1-\varepsilon^2,\qquad\langle g_S|g_S\rangle=1-\varepsilon^2+d_{N-1}^2\big[(1-t)^{-2}-1\big]. \tag{27}$$

Both tend to 1, so at large $N$ the ratio of energy errors is that of (26). At $N=1$ both fits are multiples of $S_0=\varphi_0$ and the quotients are equal. The smallest quotient in $V_N$ is by definition the lowest Ritz value, which lies at or below both and, $E$ being the bottom of the spectrum in the channel, not below $E$.

## Worked example: hydrogen 1s in a diffuse basis

Take $Z=1$, $l=0$, $\zeta=1$ bohr$^{-1}$, $k=0.5$ bohr$^{-1}$. Then $t=0.5/1.5=1/3$, $s=3/2$, $E=-0.5$ hartree. Coefficients and the $L^2$ and Sobolev errors are dimensionless and relative to $\|f\|=1$. For $l=0$, (17) and (18) read $d_m=d_0\sqrt{(m+1)(m+2)/2}\;t^m$ and $c_m=c_0(m+1)t^m$, with $d_0=(8/9)^{3/2}=0.838052$ and $c_0=s\,d_0=1.257079$.

| $m$ | $c_m$ | $d_m$ | $\langle S_m\vert f\rangle$ |
|---|---|---|---|
| 0 | 1.257079 | 0.838052 | 0.838052 |
| 1 | 0.838052 | 0.483850 | 0.000000 |
| 2 | 0.419026 | 0.228089 | −0.093117 |
| 3 | 0.186234 | 0.098154 | −0.062078 |
| 4 | 0.077597 | 0.040071 | −0.031039 |

The table contradicts statement 3 directly. A coefficient in an $L^2$-orthonormal expansion of a unit function cannot exceed 1, yet $c_0=1.257079$, and $\sum c_m^2=(0.25+1)/0.5=2.5$ instead of 1. The zero at $m=1$ is exact. There $nk=2\times0.5=Z$, so by (7) $S_1$ is the 2s state with energy $-k^2/2=-0.125$ hartree, orthogonal to 1s in $L^2$, and it nevertheless enters the expansion of 1s with $c_1=0.838052$. Equation (11) accounts for the zero: $0.838052-\tfrac12(1.257079+0.419026)$ vanishes to rounding. The sum with plain overlaps as coefficients has an $L^2$ error of 0.528548 at $N=4$ and 0.525091 at $N=40$; it has converged to the function $h$, not to $f$.

For $N=4$, (14) gives $\delta=-0.077597\sqrt{4/10}=-0.049077$, and (19) gives $-\tfrac12\times0.098154=-0.049077$. Hence $\delta^2=2.408546\times10^{-3}$, $\sigma=1+2\times3/3=3$ and $\sigma\delta^2=7.225637\times10^{-3}$. The relations (16) read as follows.

In $L^2$: $\varepsilon^2=1.8986\times10^{-3}$, which is $1-\langle g_L|g_L\rangle=1-0.998101$, and adding $2.4085\times10^{-3}$ reproduces $\|e_S\|^2=4.3072\times10^{-3}$ to rounding in the last digit. The ratio is 2.2686.

In the Sobolev norm: $\|e_S\|_S^2=2.5-(1.257079^2+0.838052^2+0.419026^2+0.186234^2)=7.155\times10^{-3}$, and $7.1551\times10^{-3}+7.2256\times10^{-3}=1.4381\times10^{-2}=\|e_L\|_S^2$. The ratio is 2.0099. The momentum integral (2) of $e_L$ gives $1.438071\times10^{-2}$. Equation (21), with $(k^2+\zeta^2)/(2k^2)=2.5$ and $1+\sigma=4$, gives $2.5\times1.8986\times10^{-3}+2.4085\times10^{-3}=7.155\times10^{-3}$ for $\|e_S\|_S^2$ and $2.5\times1.8986\times10^{-3}+4\times2.4085\times10^{-3}=1.438\times10^{-2}$ for $\|e_L\|_S^2$, in agreement with both. Statement 3 would report $7.1551\times10^{-3}$ as the squared least-squares error, which is neither $4.3072\times10^{-3}$ nor $1.8986\times10^{-3}$.

In the weighted norm: $6.943386\times10^{-4}+0.5\times2.408546\times10^{-3}=1.898612\times10^{-3}$ bohr$^{-1}$. That this repeats the digits of $\varepsilon^2$ is (20) with $\zeta=1$, $l=0$.

By (27), $\langle g_S|g_S\rangle=0.998101+1.25\times0.098154^2=1.010144$. An $L^2$-orthogonal projection of a unit function has norm at most 1, so $g_S$ is not one.

| $N$ | $\|e_S\|^2$ | $\|e_L\|^2$ | ratio |
|---|---|---|---|
| 1 | $4.7325\times10^{-1}$ | $2.9767\times10^{-1}$ | 1.5899 |
| 2 | $1.2209\times10^{-1}$ | $6.3557\times10^{-2}$ | 1.9209 |
| 4 | $4.3072\times10^{-3}$ | $1.8986\times10^{-3}$ | 2.2686 |
| 8 | $2.1708\times10^{-6}$ | $8.4921\times10^{-7}$ | 2.5562 |
| 12 | $6.9595\times10^{-10}$ | $2.5952\times10^{-10}$ | 2.6817 |

| $N$ | $\|e_S\|_S^2$ | $\|e_L\|_S^2$ | ratio |
|---|---|---|---|
| 1 | $9.1975\times10^{-1}$ | $1.0953$ | 1.1909 |
| 2 | $2.1742\times10^{-1}$ | $3.1497\times10^{-1}$ | 1.4487 |
| 4 | $7.1551\times10^{-3}$ | $1.4381\times10^{-2}$ | 2.0099 |
| 8 | $3.4446\times10^{-6}$ | $1.0933\times10^{-5}$ | 3.1741 |
| 12 | $1.0852\times10^{-9}$ | $4.7221\times10^{-9}$ | 4.3513 |

The $L^2$ ratio is 2.7967 at $N=20$ and 2.8932 at $N=40$. By (22) the leading deviation is proportional to $1/N$, so the combination $2\times2.8932-2.7967=2.9897$ removes it and leaves an $O(N^{-2})$ remainder against the limit $1+\zeta/k=3$. The Sobolev ratio is 6.7148 and 12.6353, a slope of $(12.6353-6.7148)/20=0.2960$ against $(8/9)/3=0.29630$. For hydrogen 2p in a compact basis, $\zeta=0.5$ and $k=1$ bohr$^{-1}$, $t=-1/3$, the $L^2$ ratios 1.4068 and 1.4490 extrapolate to 1.4912 against 1.5, and the Sobolev ratios 4.3907 and 7.9400 give the slope 0.17747 against $(8/9)/5=0.17778$.

For the 1s energies at $N=4$, (26) gives $\Delta_S=\tfrac12(1.5)^2\times2.408546\times10^{-3}=2.709614\times10^{-3}$ hartree and $\Delta_L=0.25\times4\times2.408546\times10^{-3}=2.408546\times10^{-3}$ hartree. That $\Delta_L$ repeats the digits of $\delta^2$ is particular to $N=4$, where $k^2(1+\sigma)=1$. The bracket in (25) is $0.25\times3.5-0.5-0.5=-0.125$ hartree. Dividing by the norms, $2.709614\times10^{-3}/1.010144=2.6824\times10^{-3}$ and $2.408546\times10^{-3}/0.998101=2.4131\times10^{-3}$ hartree. Measured from the exact $E$, the errors are 0.07299 eV for $g_S$, 0.06566 eV for $g_L$ and 0.05851 eV for the Ritz value.

| $N$ | $E[g_S]-E$ | $E[g_L]-E$ | Ritz $-\,E$ |
|---|---|---|---|
| 1 | $1.2500\times10^{-1}$ | $1.2500\times10^{-1}$ | $1.2500\times10^{-1}$ |
| 2 | $5.3571\times10^{-2}$ | $4.1667\times10^{-2}$ | $4.1667\times10^{-2}$ |
| 3 | $1.3889\times10^{-2}$ | $1.0965\times10^{-2}$ | $1.0643\times10^{-2}$ |
| 4 | $2.6824\times10^{-3}$ | $2.4131\times10^{-3}$ | $2.1501\times10^{-3}$ |
| 5 | $4.5083\times10^{-4}$ | $4.6847\times10^{-4}$ | $3.7290\times10^{-4}$ |
| 8 | $1.4867\times10^{-6}$ | $2.2026\times10^{-6}$ | $1.2729\times10^{-6}$ |
| 12 | $4.9098\times10^{-10}$ | $1.0183\times10^{-9}$ | $4.2635\times10^{-10}$ |

The entries are in hartree. The order of $g_S$ and $g_L$ reverses between $N=4$ and $N=5$, where the bracket in (25) passes from $-0.1250$ to $0.0417$ hartree. At $N=2$ the Laguerre fit equals the Ritz value, which is a consequence of $k=Z/2$. The exact eigenfunction $S_1$ lies in $V_2$, so it is one Ritz vector and the other is the direction of $V_2$ orthogonal to it. Since $e_L$ is orthogonal to $V_2$, $\langle S_1|g_L\rangle=\langle S_1|f\rangle=0$, so $g_L$ points along that direction, and its energy lies below $-0.125$ hartree, making it the lower root. For $N\ge3$ the orthogonal complement of $S_1$ has more than one dimension and the condition no longer fixes $g_L$. At large $N$, (26) gives $\tfrac12\times\tfrac49\times(1+27)=6.2222$ for 1s at $N=40$ and $\tfrac12\times\tfrac{16}9\times(1+16.6)=15.6444$ for 2p, equal to the computed ratios of the energy errors.

The numerical check tests the best-fit properties of $g_S$ and $g_L$ by solving the normal equations in a monomial basis with exact moments for $l=0,1,2$, and tests (8), (11), (14) to (19), (25) and the limits in (22) and (23) against the same moments; it tests (13), and (14) once more, for a Gaussian target by quadrature and tests the case $c_N=0$. Equations (20), (21), (26) and (27) are not asserted there separately; they agree with the printed numbers as shown above.

## Changes required

Statement 2 must name its product: orthonormal in (1), orthogonal in the $1/r$ product, tridiagonal in $L^2$ by (11). Statement 3 should be replaced by (12), (14) and (16): $g_S$ is the best Sobolev and best $1/r$-weighted fit, the tail sum is its Sobolev error, and it is the least-squares fit only if $c_N=0$. Where the note needs an $L^2$ fit, it can add $\delta\varphi_{N-1}$ to $g_S$, which costs one further coefficient. Where it needs the lowest energy in $V_N$, it must diagonalise $H$, since neither truncation provides it in general. All comparisons are at fixed $k$; varying $k$ changes the space $V_N$ and the Sobolev norm together, and Sobolev errors at different $k$ are not errors in the same norm.

## Values computed for the example and the checks

```
H 1s: Z = 1, l = 0, zeta = 1.00 1/bohr, k = 0.50 1/bohr
t = 0.333333, exact E = -0.500000 hartree
coefficients and L2, Sobolev errors are dimensionless (f has unit L2 norm)
|f|_S^2 = 2.500000
<S_0|S_1> = -0.500000, <S_3|S_4> = -0.500000
<S_1|H|S_1> = -0.125000 hartree (S_1 is the 2s state)
m=0: c = 1.257079, d = 0.838052, <S|f> = 0.838052
m=1: c = 0.838052, d = 0.483850, <S|f> = 0.000000
m=2: c = 0.419026, d = 0.228089, <S|f> = -0.093117
m=3: c = 0.186234, d = 0.098154, <S|f> = -0.062078
m=4: c = 0.077597, d = 0.040071, <S|f> = -0.031039
N=4: delta = -0.049077, delta^2 = 2.408546e-03, sigma = 3.0000
N=4: delta^2 sigma = 7.225637e-03
N=4: Sobolev err^2 of gL by momentum integral = 1.438071e-02
N=4: 1/r err^2: gS 6.943386e-04, gL 1.898612e-03 1/bohr
N=4: <g|g>: gS 1.010144, gL 0.998101
N=4: Delta: gS 2.709614e-03, gL 2.408546e-03 hartree
N=4: E[g]-E: gS 0.07299, gL 0.06566, Ritz 0.05851 eV
N=1: L2 err^2 gS 4.7325e-01 gL 2.9767e-01 ratio S/L 1.5899
N=2: L2 err^2 gS 1.2209e-01 gL 6.3557e-02 ratio S/L 1.9209
N=3: L2 err^2 gS 2.4539e-02 gL 1.1533e-02 ratio S/L 2.1278
N=4: L2 err^2 gS 4.3072e-03 gL 1.8986e-03 ratio S/L 2.2686
N=5: L2 err^2 gS 6.9434e-04 gL 2.9291e-04 ratio S/L 2.3704
N=8: L2 err^2 gS 2.1708e-06 gL 8.4921e-07 ratio S/L 2.5562
N=12: L2 err^2 gS 6.9595e-10 gL 2.5952e-10 ratio S/L 2.6817
N=1: Sob err^2 gS 9.1975e-01 gL 1.0953e+00 ratio L/S 1.1909
N=2: Sob err^2 gS 2.1742e-01 gL 3.1497e-01 ratio L/S 1.4487
N=3: Sob err^2 gS 4.1838e-02 gL 7.2186e-02 ratio L/S 1.7254
N=4: Sob err^2 gS 7.1551e-03 gL 1.4381e-02 ratio L/S 2.0099
N=5: Sob err^2 gS 1.1337e-03 gL 2.6056e-03 ratio L/S 2.2983
N=8: Sob err^2 gS 3.4446e-06 gL 1.0933e-05 ratio L/S 3.1741
N=12: Sob err^2 gS 1.0852e-09 gL 4.7221e-09 ratio L/S 4.3513
N=1: E[g]-E gS 1.2500e-01 gL 1.2500e-01 Ritz 1.2500e-01 bracket -0.6250 hartree
N=2: E[g]-E gS 5.3571e-02 gL 4.1667e-02 Ritz 4.1667e-02 bracket -0.4583 hartree
N=3: E[g]-E gS 1.3889e-02 gL 1.0965e-02 Ritz 1.0643e-02 bracket -0.2917 hartree
N=4: E[g]-E gS 2.6824e-03 gL 2.4131e-03 Ritz 2.1501e-03 bracket -0.1250 hartree
N=5: E[g]-E gS 4.5083e-04 gL 4.6847e-04 Ritz 3.7290e-04 bracket 0.0417 hartree
N=8: E[g]-E gS 1.4867e-06 gL 2.2026e-06 Ritz 1.2729e-06 bracket 0.5417 hartree
N=12: E[g]-E gS 4.9098e-10 gL 1.0183e-09 Ritz 4.2635e-10 bracket 1.2083 hartree
H 1s: zeta = 1.00, k = 0.50 1/bohr, t = 0.333333
 L2 ratio S/L: N=20 2.7967, N=40 2.8932
 extrapolated 2.9897, 1+zeta/k = 3.0000
 Sob ratio L/S: N=20 6.7148, N=40 12.6353
 slope 0.29603, (1-t^2)/(2l+3) = 0.29630
 energy error ratio L/S: N=20 3.2593, N=40 6.2222
H 2p: zeta = 0.50, k = 1.00 1/bohr, t = -0.333333
 L2 ratio S/L: N=20 1.4068, N=40 1.4490
 extrapolated 1.4912, 1+zeta/k = 1.5000
 Sob ratio L/S: N=20 4.3907, N=40 7.9400
 slope 0.17747, (1-t^2)/(2l+3) = 0.17778
 energy error ratio L/S: N=20 8.5333, N=40 15.6444
1s, plain-overlap coefficients, L2 error: N=4 0.528548, N=40 0.525091
```
